# The Hubbard commutator in the velocity operator and the optical sum rule, part 2

We seek the sum rules and optical response of \(N\) independent electrons in an insulator with a nonlocal Hubbard potential, and the error made by omitting its commutator from the velocity. In Rydberg atomic units \(\hbar=1\), \(m=1/2\), \(e^2=2\), and \([p,x]=-i\). For one spin,

\[
H=p^2+V_{\rm loc}+V_U,\qquad V_U=\sum_{mm'}|\phi_m\rangle D_{mm'}\langle\phi_{m'}| ,
\]

with fixed localized orbitals \(\phi_m\). Self-consistently \(D=U(\tfrac12-n)\), where \(n\) is the orbital occupation matrix; \(D\) is held fixed in the response. The velocity is \(v=i[H,x]=2p+w\), with \(w=i[V_U,x]\).

The index \(i\) runs over occupied states, \(a\) over empty ones, and \(\omega_{ai}=E_a-E_i\). Define

\[
S=\sum_{ia}\frac{|v_{ai}|^2}{\omega_{ai}},\quad
S_p=\sum_{ia}\frac{|(2p)_{ai}|^2}{\omega_{ai}},\quad
S_{\rm mix}=\mathrm{Re}\sum_{ia}\frac{(2p)_{ai}^*\,v_{ai}}{\omega_{ai}},\quad
W=\sum_{ia}\frac{|w_{ai}|^2}{\omega_{ai}},
\]

\[
\Delta=\tfrac12\sum_i\langle i|[x,[V_U,x]]|i\rangle,\qquad
M=\tfrac12\sum_i\langle i|[x,[H,x]]|i\rangle=N+\Delta .
\]

For a finite system and any Hermitian \(O\),

\[
2\,\mathrm{Re}\sum_{ia}\frac{O_{ia}v_{ai}}{\omega_{ai}}
=\sum_i\langle i|\,i[O,x]\,|i\rangle .
\tag{14}
\]

In a crystal, Bloch states are \(e^{ikx}u\) with periodic \(u\), \(H(k)=e^{-ikx}He^{ikx}\), and

\[
\frac{\partial H(k)}{\partial k}
=e^{-ikx}(-ixH+iHx)e^{ikx}
=e^{-ikx}\,i[H,x]\,e^{ikx}=v(k).
\tag{8}
\]

Here \(v(k)=2(p+k)+w(k)\), \(w(k)=\partial V_U(k)/\partial k\), and \(p\) in the sums stands for \(p+k\). The band slope is \(\langle u|v(k)|u\rangle\).

A uniform field \(F\) along \(x\), acting on charge \(-e\), enters through \(H_\kappa=e^{-i\kappa x}He^{i\kappa x}\) with \(\dot\kappa=-eF\). The total velocity gains the diamagnetic term \(2M\kappa\). Just after a kick that multiplies each occupied state by \(e^{i\kappa x}\), the total velocity is \(2\kappa(N+\Delta)\) to first order.

For one orbital \(\phi\) that is itself the occupied state, \(\Delta\) is \(-D\) times the variance of position in \(\phi\). The finite well of Part I is one-dimensional, with two electrons of one spin, two Hubbard orbitals and a Hermitian \(D\) set by hand; a wave packet in it served to test the velocity.

### The three sums

Three choices of \(O\) are needed.

For \(O=v\), the commutator is \(i[v,x]=i[i[H,x],x]=-[[H,x],x]=[x,[H,x]]\). The right side of (14) is \(2M\), and the left side is \(2S\). Hence \(S=N+\Delta\).

For \(O=2p\), the commutator is \(i[2p,x]=2i(-i)=2\). The right side is \(2N\), and \(S_{\rm mix}=N\).

For \(O=w\), the commutator is \(i[w,x]=[x,[V_U,x]]\), with the expectation value \(2\Delta\) after summation. So

\[
2\,\mathrm{Re}\sum_{ia}\frac{w_{ai}^*v_{ai}}{\omega_{ai}}=2\Delta .
\tag{15}
\]

The momentum sum now follows by writing \(2p=v-w\):

\[
|(2p)_{ai}|^2=|v_{ai}|^2-2\,\mathrm{Re}\,(w_{ai}^*v_{ai})+|w_{ai}|^2 .
\]

Division by \(\omega_{ai}\) and summation give

\[
S_p=S-2\Delta+W=N-\Delta+W .
\tag{16}
\]

Relative to the correct sum \(N+\Delta\), the error is \(-2\Delta+W\). Relative to the electron number it is \(-\Delta+W\). Since \(w\) is proportional to \(D\), the term \(W\) is of second order in \(D\) as long as the gap stays open, while \(\Delta\) is of first order. For a weak Hubbard potential in which the first-order part of \(\Delta\) is not zero, the two sums thus lie on opposite sides of \(N\), at nearly equal distances.

The mixed sum counts electrons, but it is not an absorption strength. Its individual terms are products of two different matrix elements and need not be positive.

### The same identity in a crystal

In a crystal the integral of \(x\) between two periodic functions over one cell depends on where the cell begins, so equation (14) needs another proof. Let \(O(k)\) satisfy \(O(k+g)=e^{-igx}O(k)e^{igx}\) for every reciprocal lattice vector \(g\), as \(v(k)\), \(w(k)\) and \(2(p+k)\) do. Let the occupied bands be full and separated by a gap from the empty ones. Then

\[
T(k)=\sum_i\langle u_i|O(k)|u_i\rangle
\]

has the period of the reciprocal lattice, and the average of \(dT/dk\) over the Brillouin zone is zero.

The derivative requires \(\partial_ku_i\). Differentiate \(H(k)u_i=E_iu_i\) and project on an empty state:

\[
v_{ai}+E_a\langle u_a|\partial_ku_i\rangle=E_i\langle u_a|\partial_ku_i\rangle
\quad\Rightarrow\quad
\langle u_a|\partial_ku_i\rangle=-\frac{v_{ai}}{\omega_{ai}} .
\]

The components of \(\partial_ku_i\) on occupied states drop out of \(dT/dk\). They enter as

\[
\sum_{ij}\big(\langle\partial_ku_i|u_j\rangle O_{ji}+O_{ij}\langle u_j|\partial_ku_i\rangle\big).
\]

Orthonormality gives \(\langle\partial_ku_i|u_j\rangle=-\langle u_i|\partial_ku_j\rangle\), and after exchange of \(i\) and \(j\) the first term cancels the second. What remains is

\[
\frac{dT}{dk}=\sum_i\Big\langle\frac{\partial O}{\partial k}\Big\rangle_i
-2\,\mathrm{Re}\sum_{ia}\frac{O_{ia}v_{ai}}{\omega_{ai}} .
\tag{17}
\]

Averaged over the zone, the left side vanishes, and equation (14) is recovered with \(\partial O/\partial k\) in place of \(i[O,x]\). For \(v(k)\), \(w(k)\) and \(2(p+k)\), which have the form \(e^{-ikx}Oe^{ikx}\) with \(O\) independent of \(k\), these are the same operator, by the step that led to equation (8). The values of the three sums and equations (15) and (16) therefore hold for the crystal, with sums understood as zone averages per cell.

The condition of full bands matters. In a metal the occupation jumps at the Fermi points, and the average of \(dT/dk\) over the occupied region need not vanish. For \(O=v\) the function \(T\) is the sum of band slopes, and equation (17) gives

\[
M-S=\tfrac12\,\Big\langle\sum_{i\,\rm occ}\frac{\partial^2E_i}{\partial k^2}\Big\rangle_k .
\]

This is the weight of the real free carriers. In an insulator it is zero.

### The dielectric function

To first order in \(\kappa\) the perturbation is \(\kappa(t)v\). Let \(\kappa=\kappa_0\cos\omega t\), with \(\omega\) away from every \(\omega_{ai}\). Write the perturbed state as \(e^{-iE_it}\big(|i\rangle+\sum_ab_a|a\rangle\big)\). Admixtures of other occupied states cancel in the total, as in the proofs above. The amplitudes obey

\[
i\dot b_a=\omega_{ai}b_a+\kappa_0v_{ai}\cos\omega t .
\]

The steady solution is

\[
b_a=-\frac{\kappa_0v_{ai}}2\left(\frac{e^{-i\omega t}}{\omega_{ai}-\omega}
+\frac{e^{i\omega t}}{\omega_{ai}+\omega}\right).
\]

The induced velocity from these admixtures is \(2\,\mathrm{Re}\sum v_{ia}b_a\). The two fractions add to \(2\omega_{ai}/(\omega_{ai}^2-\omega^2)\). With the diamagnetic term included, the total is

\[
\delta\langle v\rangle=2\kappa B(\omega),\qquad
B(\omega)=M-\sum_{ia}\frac{|v_{ai}|^2\,\omega_{ai}}{\omega_{ai}^2-\omega^2}.
\tag{18}
\]

For fields varying as \(e^{-i\omega t}\), \(\dot\kappa=-eF\) gives \(\kappa=-ieF/\omega\). The current density is \(-e\,\delta\langle v\rangle/\Omega\) for a cell of volume \(\Omega\), and the polarization is \(i/\omega\) times the current density:

\[
P=\frac i\omega\left(-\frac e\Omega\right)2B\left(-\frac{ieF}\omega\right)
=-\frac{2e^2B}{\Omega\,\omega^2}F .
\]

With \(\varepsilon=1+4\pi P/F\),

\[
\varepsilon(\omega)=1-\frac{8\pi e^2}{\Omega\,\omega^2}B(\omega).
\tag{19}
\]

As \(\omega\to0\), \(B\to M-S\), and the sum rule makes this zero. Putting \(M=S\) in equation (18) and combining the fractions,

\[
\frac1{\omega_{ai}}-\frac{\omega_{ai}}{\omega_{ai}^2-\omega^2}
=-\frac{\omega^2}{\omega_{ai}(\omega_{ai}^2-\omega^2)},
\]

so that

\[
\varepsilon(\omega)=1+\frac{8\pi e^2}\Omega
\sum_{ia}\frac{|v_{ai}|^2}{\omega_{ai}(\omega_{ai}^2-\omega^2)} .
\tag{20}
\]

This is finite at low frequency, as it must be for an insulator.

The absorption follows on giving \(\omega\) a small positive imaginary part. For \(\omega>0\) the imaginary part of \(1/(\omega_{ai}^2-\omega^2)\) is then \((\pi/2\omega_{ai})\,\delta(\omega-\omega_{ai})\), and

\[
\int_0^\infty\omega\,\mathrm{Im}\,\varepsilon(\omega)\,d\omega=\frac{4\pi^2e^2}\Omega\,S .
\tag{21}
\]

An integrated spectrum computed with \(2p\) has \(S_p\) in place of \(S\).

### Three ways to go wrong

If \(2p\) replaces \(v\) and the diamagnetic term is taken as \(N\), the bracket tends to \(N-S_p=\Delta-W\). The insulator then responds at low frequency as if it held free carriers of that weight, which can have either sign.

If \(v\) is complete but the diamagnetic term is still \(N\), the bracket tends to \(N-S=-\Delta\). This half-finished correction also diverges. The first and second derivatives of \(V_U(k)\) belong together.

If \(2p\) is put into equation (20), nothing diverges, because the sum rule was already used to derive that form. The intensities are still wrong, and no divergence gives warning of it.

### A model insulator

Take chains of period 6 bohr along \(x\), arranged on a square lattice of the same spacing, so that \(\Omega=216\) bohr\(^3\). Each chain is treated as one-dimensional. The local potential is a cosine of amplitude 1 Ry, and each cell has one Gaussian Hubbard orbital \(\phi\propto e^{-x^2/2}\), with \(x\) in bohr. One band is full for each spin, so \(N=1\) per cell and spin. With \(U=0.4\) Ry the self-consistent occupation is \(n=0.9689\), and

\[
D=0.4\,(0.5-0.9689)=-0.1876\ \text{Ry}.
\]

The smallest gap on the mesh of 24 \(k\) points used for the sums is 1.14 Ry; the mesh misses the zone boundary, where the gap is slightly smaller. The program finds \(\Delta=0.1120\) and \(W=0.0116\), in electrons per cell and spin. The formulas give

\[
N+\Delta=1.1120,\qquad N-\Delta+W=1-0.1120+0.0116=0.8996 ,
\]

and the sums over transitions agree: \(S=1.1120\), \(S_p=0.8996\) (0.89955 before rounding) and \(S_{\rm mix}=1.0000\). The momentum sum is 10 % below the electron number and 19 % below the correct sum.

The sizes can be understood by replacing the occupied state with the orbital \(\phi\), for which \(\langle x^2\rangle=0.5\) bohr\(^2\). Part I then gives \(\Delta\approx-D\langle x^2\rangle=0.094\), the right size. In the same estimate \(\langle\phi|x|\phi\rangle=0\) leaves \(w|\phi\rangle=-iDx|\phi\rangle\), and since no transition energy is below the gap \(E_g\),

\[
W\le\frac{D^2\langle x^2\rangle}{E_g},\qquad
\frac W\Delta\le\frac{|D|}{E_g}=\frac{0.188}{1.14}=0.165 .
\]

The computed ratio is 0.10. In this estimate the accidental agreement \(W=2\Delta\) would need \(|D|\) of at least twice the gap.

Over this range \(\Delta\) grows nearly linearly with \(U\), and \(W\) nearly quadratically:

| \(U\) (Ry) | \(\Delta\) | \(W\) | \(S\) | \(S_p\) |
|---|---|---|---|---|
| 0.0 | 0.000 | 0.000 | 1.000 | 1.000 |
| 0.2 | 0.056 | 0.003 | 1.056 | 0.947 |
| 0.4 | 0.112 | 0.012 | 1.112 | 0.900 |
| 0.6 | 0.168 | 0.025 | 1.168 | 0.857 |

At \(U=0\) the potential is local, and both sums return to the electron number.

### The dielectric function of the model

Two spins double the prefactor of equation (19) to \(16\pi e^2/\Omega=0.4654\) Ry/bohr\(^2\). The unit follows from \(e^2=2\) Ry bohr divided by a volume in bohr\(^3\); the label Ry/bohr\(^3\) in the printed output is a slip. A weight of one electron in \(B\) stands for \(\hbar^2/2m=1\) Ry bohr\(^2\), so the product is in Ry\(^2\) and may be divided by \(\omega^2\).

At \(\omega=0.1\) Ry, far below the gap, the consistent treatment gives \(\varepsilon=1.314\). With \(2p\) and \(M=N\), the false carriers contribute

\[
-\frac{0.4654\times0.1005}{0.01}=-4.68 ,
\]

and the result is \(\varepsilon=-3.42\), the response of a metal. With the full velocity but \(M=N\), the false term is \(+0.4654\times0.1120/0.01=+5.21\), and \(\varepsilon=1.31+5.21=6.53\) within rounding.

Equation (20) at \(\omega=0\) gives 1.312 with the full velocity and 1.255 with \(2p\). The difference looks small because of the 1 in \(\varepsilon\). The electronic part falls from 0.312 to 0.255, which is 18.5 % too low relative to the full result.

The error is not always a loss of strength: when \(\Delta\) is negative, \(S_p\) exceeds \(S\). In the finite well of Part I, whose \(D\) is set by hand and is not of the form \(U(\tfrac12-n)\), with two electrons, \(\Delta=-0.0320\) and \(W=0.0267\). There \(S_p=2+0.0320+0.0267=2.0587\), above both \(N=2\) and \(S=1.9680\). The static polarizability, in bohr\(^2\)/Ry, is 2.054 from a small applied field and 2.054 from the full velocity. Momentum alone gives 2.214, which is 8 % too high.

### What the sum rule does and does not guarantee

The value \(N+\Delta\) belongs to independent electrons in a fixed Hubbard potential. The exact nonrelativistic Hamiltonian of electrons and nuclei contains local potentials and Coulomb interactions, which commute with the total position. Its double commutator therefore gives \(N\). The excess \(\Delta\) is a property of the model Hamiltonian, and the full velocity operator reproduces it faithfully. Rescaling a spectrum to force the sum to \(N\) would hide this property and would not restore the missing matrix elements.

If \(D\) is allowed to follow the changing occupations, or if electron-hole attraction is included, the response has further nonlocal terms, and the integrated strength can differ from \(N+\Delta\). Local fields alone move strength between frequencies but leave the total unchanged: a kick \(e^{i\kappa x}\) does not alter the density, so it does not alter a local potential built from the density, and the velocity just after the kick is still \(2\kappa(N+\Delta)\). If the empty states are cut off, the computed \(S\) falls short of \(N+\Delta\), because the omitted terms are positive or zero. If \(\Delta>0\), such a cut moves the sum from \(N+\Delta\) towards \(N\), so a sum that lies nearer to \(N\) is no proof of a more complete calculation. A sharper check compares \(S\) with \(N+\Delta\), both from the same Hamiltonian, while the number of empty states is increased. In this form the check requires \(V_U\) to be the only nonlocal term. A nonlocal pseudopotential or an exact-exchange term adds its own commutator to \(w\) and its own double commutator to \(\Delta\), and the comparison holds only when these are included as well. The numerical check printed below compares \(S\) with \(N+\Delta\) for the well and the crystal, keeping every empty state of a fixed basis.

## Table of computed values

```
FINITE WELL, 2 electrons of one spin
packet velocity, propagated: 2.097837 bohr Ry/hbar
packet <2p>: 1.840000 bohr Ry/hbar
packet <w>: 0.257837 bohr Ry/hbar
Delta: -0.031999 electrons
W: 0.026657 electrons
S from position elements: 1.968001 electrons
S from full velocity: 1.968001 electrons
S_mix: 2.000000 electrons
S_p from 2p only: 2.058657 electrons
kick velocity/(2 kappa): 1.968001 electrons
polarizability, finite field: 2.05394 bohr^2/Ry
polarizability, full velocity: 2.05394 bohr^2/Ry
polarizability, 2p only: 2.21358 bohr^2/Ry
CRYSTAL, sums per cell and spin, N = 1
period 6.0 bohr, orbital width 1.0 bohr
potential amplitude 1.0 Ry, U 0.4 Ry
k points 24, plane waves 21
orbital occupation n: 0.96889
Hubbard strength D: -0.18756 Ry
band gap on the k mesh: 1.1365 Ry
smallest direct gap on the mesh: 1.1365 Ry
Delta: 0.11201 electrons
W: 0.01155 electrons
S, full velocity: 1.11201 electrons
S_mix: 1.00000 electrons
S_p, 2p only: 0.89955 electrons
false carrier weight N - S_p: 0.10045 electrons
band 2 slope at k = 0.2/bohr: -1.12675 bohr Ry
band 2 <2(p+k)>: -1.10479 bohr Ry
band 2 <w>: -0.02197 bohr Ry
position strength, overlaps: 0.85477 bohr^2
position strength, full v: 0.85477 bohr^2
position strength, 2p only: 0.69463 bohr^2
cell volume: 216.0 bohr^3
prefactor 16 pi e^2/volume: 0.46542 Ry/bohr^3
eps at 0.1 Ry, consistent: 1.3144 (no unit)
eps at 0.1 Ry, 2p and N: -3.4191 (no unit)
eps at 0.1 Ry, full v and N: 6.5274 (no unit)
static eps, absorption, full v: 1.3124 (no unit)
static eps, absorption, 2p only: 1.2546 (no unit)
SCAN: U (Ry), n, Delta, W, S, S_p (electrons)
0.0  0.96264  0.00000  0.00000  1.00000  1.00000
0.2  0.96597  0.05593  0.00305  1.05593  0.94712
0.4  0.96889  0.11201  0.01155  1.11201  0.89955
0.6  0.97146  0.16813  0.02469  1.16813  0.85656
```
